# Arctangent switching in log time from Lorentzian waiting times: verification in Python

```python
"""Switched fraction of independent, abruptly switching ferroelectric regions.

Result under test: if log10(waiting time / s) has a Lorentzian density with
centre z1 and half-width w (decades), the switched fraction at time t is
    f = 1/2 + arctan((log10 t - z1)/w)/pi ,
with tails that fall only as w/(pi |x|), x = log10(t/t1) in decades.
The comparison curve is a single-time exponential with the same median t1.
Further symbols: E0, gamma = centre and half-width of the local field,
Ea = activation field, tau_a = attempt time, 2Pr = switchable charge.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# Round model inputs
t1, w, tau_a = 1e-6, 0.4, 1e-13          # s, decades, s
two_pr, thickness = 40.0, 10.0           # uC/cm2, nm
E0, E_break = 2.0, 4.0                   # MV/cm
eps_film, eps_layer, layer = 30.0, 20.0, 0.2   # -, -, nm
side_um, load_ohm = 20.0, 50.0
leak = 1e-4                              # A/cm2
region_nm, wall_speed = 20.0, 10.0       # nm, m/s
T_room, T_hot = 300.0, 358.15            # K
z1, za = np.log10(t1), np.log10(tau_a)
LN10, LN2 = np.log(10), np.log(2)


def arctan_fraction(t):
    return 0.5 + np.arctan((np.log10(t) - z1) / w) / np.pi


def exp_fraction(t):
    return -np.expm1(-LN2 * t / t1)


def density(x):
    return w / np.pi / (x * x + w * w)


# Quadrature of the density against the arctangent
for x in (-4.0, -1.0, -0.3, 0.2, 1.0, 5.0):
    area = quad(density, -np.inf, min(x, 0.0))[0]
    if x > 0:
        area += quad(density, 0.0, x)[0]
    assert abs(area - arctan_fraction(t1 * 10**x)) < 1e-7

# Counting regions; a ratio of two Gaussian numbers is Lorentzian
rng = np.random.default_rng(7)
n_mc = 400000
cauchy = rng.standard_normal(n_mc) / rng.standard_normal(n_mc)
log_wait = np.sort(z1 + w * cauchy)
ranks = (np.arange(n_mc) + 0.5) / n_mc
law = 0.5 + np.arctan((log_wait - z1) / w) / np.pi
largest_gap = np.max(np.abs(ranks - law))
assert largest_gap < 2 / np.sqrt(n_mc)   # sampling noise


def counted(t):
    return np.searchsorted(log_wait, np.log10(t), side="right") / n_mc


# Widths in log time, from the sample and from the root of the exponential
def lorentz_span(p):
    return 2 * w * np.tan(np.pi * (0.5 - p))


def exp_span(p):
    def root(q):
        return brentq(lambda x: exp_fraction(t1 * 10**x) - q, -6, 3)
    return root(1 - p) - root(p)


for p, tol in ((0.25, 0.015), (0.10, 0.05), (0.01, 1.5)):  # quantile noise
    sample_span = np.diff(np.quantile(log_wait, [p, 1 - p]))[0]
    assert abs(sample_span - lorentz_span(p)) < tol
    formula = np.log10(np.log(p) / np.log(1 - p))
    assert abs(exp_span(p) - formula) < 1e-8

# Constant switching probability per small time step gives the exponential
step = 1e-5
for ratio in (0.1, 1.0, 5.0):
    survive = (1 - LN2 * step) ** round(ratio / step)
    assert abs(1 - survive - exp_fraction(ratio * t1)) < 1e-5

# Tails
for x in (2.0, 3.0, 6.0):
    tail = quad(density, x, np.inf)[0]
    assert abs(tail - np.arctan(w / x) / np.pi) < 1e-7
    assert abs(tail / (w / np.pi / x) - 1) < w * w / (3 * x * x) + 1e-5
early_exp = exp_fraction(1e-3 * t1)
assert abs(early_exp / (LN2 * 1e-3) - 1) < 1e-3


def partial_mean(x_max):
    """Contribution to mean(tau)/t1 from waiting times below t1*10**x_max."""
    g = lambda x: 10**x * density(x)
    return (quad(g, -15, 0, limit=200)[0]
            + quad(g, 0, x_max, limit=200)[0])


mean3, mean6, mean7 = (partial_mean(x) for x in (3, 6, 7))
assert mean7 / mean6 > 5 and mean6 > 100 * mean3   # no convergence

# Best single exponential over the window 10 ns to 1 ms
window = np.logspace(-8, -3, 501)
trial = np.logspace(-8, -4, 2001)
miss = np.array([np.max(np.abs(-np.expm1(-window / t0)
                               - arctan_fraction(window))) for t0 in trial])
best = np.argmin(miss)
assert 0 < best < len(trial) - 1 and miss[best] > 0.05


# Random nucleation: Lorentzian mean times, exponential waiting in each region
def random_nucleation(x, width):
    def integrand(theta):
        power = min(x - width * np.tan(theta), 300.0)
        return -np.expm1(-(10.0**power)) / np.pi
    return quad(integrand, -np.pi / 2, np.pi / 2, limit=300)[0]


for x in (-2.0, 0.0, 1.5):
    other = quad(lambda y: np.exp(y - np.exp(y))
                 * arctan_fraction(t1 * 10**x * np.exp(-y)),
                 -40, 5, limit=300, points=[0.0])[0]
    assert abs(other - random_nucleation(x, w)) < 1e-6
    assert abs(random_nucleation(x, 1e-6) + np.expm1(-10**x)) < 1e-4
xs = np.linspace(-3, 3, 61)
smear = np.array([random_nucleation(x, w) for x in xs])
smear_shift = smear - arctan_fraction(t1 * 10**xs)
k_smear = np.argmax(np.abs(smear_shift))

# Lorentzian local field with tau = tau_a exp(Ea/E); reversed fields never switch
gamma = E0 * w / (z1 - za)
Ea = LN10 * (z1 - za) * (E0**2 + gamma**2) / E0
never = arctan_fraction(tau_a)
local = E0 + gamma * cauchy
noise = 5 * np.sqrt(never / n_mc)
assert abs(np.mean(local < 0) - never) < noise
above_break = 0.5 - np.arctan((E_break - E0) / gamma) / np.pi
assert abs(np.mean(local > E_break) - above_break) < noise


def switching_times(fields, feedback):
    """Event-by-event switching; film field falls by feedback*(fraction)."""
    n = len(fields)
    progress, times, now = np.zeros(n), np.full(n, np.inf), 0.0
    for k in range(n):
        field = fields[k:] - feedback * k / n
        rate = np.where(field > 0,
                        np.exp(-Ea / np.maximum(field, 1e-6)), 0) / tau_a
        if rate[0] < 1e-40:
            break
        dt = max(0.0, 1 - progress[k]) / rate[0]
        now += dt
        progress[k:] += dt * rate
        times[k] = now
    return times


n_reg = 2000
quantiles = (np.arange(n_reg) + 0.5) / n_reg
fields = np.sort(E0 + gamma * np.tan(np.pi * (quantiles - 0.5)))[::-1]
free = switching_times(fields, 0.0)
for t in np.logspace(-11, 3, 29):
    share = np.searchsorted(free, t, side="right") / n_reg
    assert abs(share - (arctan_fraction(t) - never)) < 1.5 / n_reg


# Interface layer: continuity of displacement at fixed voltage
def film_field(pol, volts):
    matrix = [[eps_film * const.epsilon_0, -eps_layer * const.epsilon_0],
              [thickness * 1e-9, layer * 1e-9]]
    return np.linalg.solve(matrix, [-pol, volts])[0] / 1e8   # MV/cm


pr_si = two_pr / 2 * 1e-2                # C/m2
feedback = film_field(-pr_si, 2.0) - film_field(pr_si, 2.0)
s_eq = layer / eps_layer
closed = (2 * pr_si / const.epsilon_0 * s_eq
          / (thickness + eps_film * s_eq) / 1e8)
assert abs(feedback / closed - 1) < 1e-9
coupled = switching_times(fields, feedback)
q_free = np.log10(free[[n_reg // 4, n_reg // 2, 3 * n_reg // 4]])
q_coup = np.log10(coupled[[n_reg // 4, n_reg // 2, 3 * n_reg // 4]])
half_free = (q_free[2] - q_free[0]) / 2
half_coup = (q_coup[2] - q_coup[0]) / 2
assert q_coup[1] > q_free[1] and half_coup > half_free

# Other neglected effects
t_grow = region_nm * 1e-9 / wall_speed
nodes, weights = np.polynomial.legendre.leggauss(20)
late = np.logspace(-8, 0, 401)
ramped = np.array([np.sum(weights * arctan_fraction(
    t - t_grow / 2 + nodes * t_grow / 2)) / 2 for t in late])
grow_shift = np.max(np.abs(arctan_fraction(late) - ramped))
area_m2 = (side_um * 1e-6) ** 2
volts = E0 * 1e8 * thickness * 1e-9
t_circuit = 2 * pr_si * area_m2 * load_ohm / volts
t_leak = 10 ** brentq(lambda z: leak * 1e6 * 10**z
                      - two_pr * (1 - arctan_fraction(10**z)), -5, 2)
barrier = const.k * T_room * LN10 * (z1 - za) / const.e
z_hot = za + barrier * const.e / (const.k * T_hot * LN10)

print(f"t1 = {t1*1e6:.1f} us, w = {w:.2f} decades")
print(f"2Pr = {two_pr:.0f} uC/cm2, film = {thickness:.0f} nm")
print(f"field = {E0:.1f} MV/cm, attempt time = {tau_a*1e12:.1f} ps")
print(f"regions counted = {n_mc}, largest gap to law = {largest_gap:.5f}")
print("time (s): counted, arctangent, exponential fraction")
for t in (1e-8, 1e-7, 1e-6, 1e-5, 1e-4, 1e-3, 1.0):
    print(f"{t:.0e}: {counted(t):.4f} {arctan_fraction(t):.4f}"
          f" {exp_fraction(t):.6f}")
print("central span (decades): Lorentzian, exponential")
for p in (0.25, 0.10, 0.01):
    print(f"{100*p:.0f}-{100*(1-p):.0f} %: {lorentz_span(p):.3f}"
          f" {exp_span(p):.3f}")
tail3 = np.arctan(w / 3) / np.pi
print(f"tail 3 decades from t1, Lorentzian = {tail3:.5f}")
print(f"same, w/(pi x) = {w/np.pi/3:.5f}")
print(f"exponential, 3 decades early = {early_exp:.3e}")
print(f"exponential, 3 decades late: log10 = {-1000*np.log10(2):.1f}")
print(f"unswitched charge at 1 ms = {two_pr*tail3:.2f} uC/cm2")
print("partial mean wait/t1, cut 3, 6, 7 decades past t1:")
print(f"  {mean3:.3g} {mean6:.3g} {mean7:.3g}")
print(f"best exponential time (10 ns-1 ms) = {trial[best]*1e6:.2f} us")
print(f"its largest misfit in fraction = {miss[best]:.3f}")
print(f"random nucleation: largest shift = {smear_shift[k_smear]:+.3f}")
print(f"  at log10(t/t1) = {xs[k_smear]:.1f}")
print(f"local-field half-width = {gamma:.3f} MV/cm")
print(f"activation field = {Ea:.1f} MV/cm")
print(f"regions that never switch = {100*never:.2f} %")
print(f"  their charge = {two_pr*never:.2f} uC/cm2")
print(f"layer = {layer:.1f} nm, permittivity {eps_layer:.0f}"
      f" (film {eps_film:.0f})")
print(f"field drop on full switching = {feedback:.3f} MV/cm")
print(f"median delay by feedback = {q_coup[1]-q_free[1]:.2f} decades")
print(f"quartile half-width, no feedback = {half_free:.3f} decades")
print(f"quartile half-width, feedback = {half_coup:.3f} decades")
print(f"region {region_nm:.0f} nm, wall speed {wall_speed:.0f} m/s:"
      f" growth {t_grow*1e9:.1f} ns")
print(f"largest growth shift after 10 ns = {grow_shift:.5f}")
print(f"capacitor side {side_um:.0f} um, load {load_ohm:.0f} ohm,"
      f" {volts:.1f} V")
print(f"circuit charging time = {t_circuit*1e9:.1f} ns")
print(f"arctangent fraction by then = {arctan_fraction(t_circuit):.4f}")
print(f"leakage = {leak:.0e} A/cm2; equals tail charge at"
      f" {t_leak*1e3:.1f} ms")
print(f"regions above {E_break:.0f} MV/cm = {100*above_break:.2f} %")
print(f"barrier at {T_room:.0f} K = {barrier:.3f} eV")
print(f"median at {T_hot:.0f} K = {10**z_hot*1e9:.0f} ns"
      f" ({z_hot-z1:+.2f} decades)")
print("tests ok")
```

Printed output:

```
t1 = 1.0 us, w = 0.40 decades
2Pr = 40 uC/cm2, film = 10 nm
field = 2.0 MV/cm, attempt time = 0.1 ps
regions counted = 400000, largest gap to law = 0.00125
time (s): counted, arctangent, exponential fraction
1e-08: 0.0627 0.0628 0.006908
1e-07: 0.1212 0.1211 0.066967
1e-06: 0.5000 0.5000 0.500000
1e-05: 0.8789 0.8789 0.999023
1e-04: 0.9374 0.9372 1.000000
1e-03: 0.9582 0.9578 1.000000
1e+00: 0.9791 0.9788 1.000000
central span (decades): Lorentzian, exponential
25-75 %: 0.800 0.683
10-90 %: 2.462 1.340
1-99 %: 25.456 2.661
tail 3 decades from t1, Lorentzian = 0.04219
same, w/(pi x) = 0.04244
exponential, 3 decades early = 6.929e-04
exponential, 3 decades late: log10 = -301.0
unswitched charge at 1 ms = 1.69 uC/cm2
partial mean wait/t1, cut 3, 6, 7 decades past t1:
  10 1.82e+03 1.3e+04
best exponential time (10 ns-1 ms) = 2.02 us
its largest misfit in fraction = 0.115
random nucleation: largest shift = +0.161
  at log10(t/t1) = -0.4
local-field half-width = 0.114 MV/cm
activation field = 32.3 MV/cm
regions that never switch = 1.82 %
  their charge = 0.73 uC/cm2
layer = 0.2 nm, permittivity 20 (film 30)
field drop on full switching = 0.439 MV/cm
median delay by feedback = 0.55 decades
quartile half-width, no feedback = 0.403 decades
quartile half-width, feedback = 0.922 decades
region 20 nm, wall speed 10 m/s: growth 2.0 ns
largest growth shift after 10 ns = 0.00139
capacitor side 20 um, load 50 ohm, 2.0 V
circuit charging time = 4.0 ns
arctangent fraction by then = 0.0526
leakage = 1e-04 A/cm2; equals tail charge at 12.4 ms
regions above 4 MV/cm = 1.82 %
barrier at 300 K = 0.417 eV
median at 358 K = 73 ns (-1.14 decades)
tests ok
```
